# Why CCD with Hartree-Fock Orbitals Can Miss Two-Electron Correlation

**Q:** Coupled cluster with doubles, CCD, is built to correlate electron pairs. Two electrons form one pair, so I take CCD to be exact for them. Is there anything left to approximate?

**A:** First let us fix what "exact" means. I take it to mean equal to full configuration interaction, FCI, in the chosen orbital basis. Errors from a finite basis are a separate matter.

Now write down what CCD allows. Take real orbitals and a closed-shell singlet, and let $|pq\rangle$ have the spin-up electron in orbital $p$ and the spin-down electron in $q$. Orbital 1 is occupied in the reference $|11\rangle$. With one virtual orbital, 2, there are three singlet states:

$$|11\rangle,\qquad |S\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad |22\rangle .$$

The combination with a minus sign is a triplet, which a spin-independent Hamiltonian does not mix with these.

The CCD state is $e^{T_2}|11\rangle$, where $T_2$ moves both electrons out of orbital 1: $T_2|11\rangle=t|22\rangle$. A second application gives zero, because no electrons remain in orbital 1. Hence

$$|\Psi_{\rm CCD}\rangle=|11\rangle+t|22\rangle .$$

The state $|S\rangle$ is absent. CCD treats the double excitation fully, but a pair can also have one electron excited.

**Q:** Does the exponential not bring in something beyond ordinary configuration interaction, even in the equations for $t$?

**A:** Not for two electrons. The CCD equations are

$$E=\langle11|e^{-T_2}He^{T_2}|11\rangle,\qquad \langle22|e^{-T_2}He^{T_2}|11\rangle=0 .$$

Since $T_2$ never produces $|11\rangle$, we have $\langle11|e^{-T_2}=\langle11|$. Since it produces $|22\rangle$ from $|11\rangle$ with amplitude $t$, we have $\langle22|e^{-T_2}=\langle22|-t\langle11|$. The two equations become

$$E=\langle11|H|\Psi_{\rm CCD}\rangle,\qquad \langle22|H|\Psi_{\rm CCD}\rangle=tE .$$

These are the eigenvalue equations of $H$ restricted to $|11\rangle$ and $|22\rangle$, that is, configuration interaction with doubles only. With several virtual orbitals the same argument holds with $|22\rangle$ replaced by each $|ab\rangle$.

Write $E_{11}$, $E_S$ and $E_{22}$ for the diagonal elements of $H$, and set $K=\langle11|H|22\rangle$ and $G=E_{22}-E_{11}$. The first equation gives $E=E_{11}+Kt$. Inserting this in the second,

$$K+E_{22}t=t(E_{11}+Kt)\quad\Rightarrow\quad K+Gt-Kt^2=0 .$$

For $K\ne0$ the root with the lower energy is

$$t=\frac{G-\sqrt{G^2+4K^2}}{2K}.$$

This lowest root is variational, so it cannot lie below the FCI ground-state energy.

**Q:** But I use Hartree-Fock orbitals. Brillouin's theorem says that singles do not mix with the reference, so leaving them out should cost nothing.

**A:** The theorem removes one coupling, and there are two. To see which one, change the occupied orbital slightly, $\phi_1\to\phi_1+\eta\phi_2$. To first order in $\eta$,

$$|11\rangle\to|11\rangle+\eta(|21\rangle+|12\rangle)=|11\rangle+\sqrt2\,\eta|S\rangle .$$

The norm changes only at second order, so the first-order energy change is $2\sqrt2\,\eta\langle S|H|11\rangle$. It vanishes at the Hartree-Fock solution, where the energy is stationary. Therefore $\langle S|H|11\rangle=0$.

Nothing in this argument concerns $W=\langle S|H|22\rangle$. Singles can enter through the doubles. Let the FCI state be $|11\rangle+c_S|S\rangle+c_2|22\rangle$. Its three equations are

$$\begin{aligned}
E&=E_{11}+Kc_2,\\
E_Sc_S+Wc_2&=Ec_S,\\
K+Wc_S+E_{22}c_2&=Ec_2 .
\end{aligned}$$

The second gives $c_S=Wc_2/(E-E_S)$. Put this in the third, solve for $c_2$, and use the first:

$$E-E_{11}=\frac{K^2}{E-E_{22}-\dfrac{W^2}{E-E_S}} .$$

CCD is the same equation with $W=0$. The CCD state also fails the singles equation, with residual $\langle S|H|\Psi_{\rm CCD}\rangle=tW$. If $K$ and $W$ are both nonzero, so is this residual, and the CCD state is not an eigenstate. A state whose energy expectation value equals the ground-state energy must be a ground state, since any admixture of higher eigenstates would raise it. The CCD energy is then strictly too high.

**Q:** Can you show me a case where I can follow every number?

**A:** Take two electrons on two unequal sites. This is a model, not a particular molecule, but it has the same three singlet states as a heteronuclear two-electron molecule in a minimal basis. The site energies are $-d$ on the left and $+d$ on the right, the hopping matrix element is $-\tau$, and two electrons on one site repel with energy $U$. I choose $d=0.6$, $\tau=0.4$ and $U=1.0$ hartree.

Let the orbitals, listed as (left, right), be

$$\phi_1=(\cos\theta,\sin\theta),\qquad \phi_2=(-\sin\theta,\cos\theta),\qquad x=2\theta .$$

The one-electron elements are

$$h_{11}=-d\cos x-\tau\sin x=-h_{22},\qquad h_{12}=d\sin x-\tau\cos x .$$

A repulsion element $\langle pq|rs\rangle$ is $U$ times the sum over sites of $\phi_p\phi_q\phi_r\phi_s$. The sums needed are

$$\begin{aligned}
\sum\phi_1^4=\sum\phi_2^4&=1-\tfrac12\sin^2x, & \sum\phi_1^2\phi_2^2&=\tfrac12\sin^2x,\\
\sum\phi_1^3\phi_2&=-\tfrac12\sin x\cos x, & \sum\phi_1\phi_2^3&=+\tfrac12\sin x\cos x .
\end{aligned}$$

In $\langle S|H|11\rangle$ the two parts of $|S\rangle$ contribute equally, and $2/\sqrt2=\sqrt2$, so

$$\langle S|H|11\rangle=\sqrt2\left(h_{12}-\tfrac12U\sin x\cos x\right).$$

Brillouin's theorem sets this to zero, which fixes $h_{12}=\frac12U\sin x\cos x$. The values $\cos x=0.6$ and $\sin x=0.8$ satisfy it: the left side is $0.6(0.8)-0.4(0.6)=0.24$, and the right side is $0.5(0.8)(0.6)=0.24$. A scan over orbital angles found no lower closed-shell determinant.

The coupling to the double has the other sign in front of the repulsion term, so the two parts add:

$$W=\sqrt2\left(h_{12}+\tfrac12U\sin x\cos x\right)=\sqrt2\,U\sin x\cos x=0.679 .$$

For the rest, $h_{11}=-0.36-0.32=-0.68$. In hartree,

$$\begin{aligned}
E_{11}&=2h_{11}+U(1-\tfrac12\sin^2x)=-1.36+0.68=-0.68,\\
E_{22}&=2h_{22}+U(1-\tfrac12\sin^2x)=1.36+0.68=2.04,\\
E_S&=h_{11}+h_{22}+U\sin^2x=0.64,\\
K&=\tfrac12U\sin^2x=0.32 .
\end{aligned}$$

In $E_S$, the four repulsion terms, each $\frac12U\sin^2x$, carry a factor $\frac12$ from the normalization of $|S\rangle$.

**Q:** Then $G=2.72$, and I can solve the CCD equation myself:

$$t=\frac{2.72-\sqrt{2.72^2+4(0.32)^2}}{2(0.32)}=-0.1161,\qquad E_{\rm CCD}=-0.7171 .$$

What does FCI give?

**A:** It gives $E_{\rm FCI}=-0.7222$ hartree. CCD is too high by 0.0051 hartree, which is 12% of the FCI correlation energy, measured from the Hartree-Fock energy. This share belongs to the chosen parameters and is not typical of a molecule near equilibrium: for H$_2$ in the 6-31G** basis it is 0.6% at 1.4 bohr and about 4% at 3.0 bohr. The unsolved singles equation has residual $tW=-0.0788$ hartree.

You can check the FCI value in the eliminated equation. With $E=-0.72224$, $E-E_S=-1.36224$ and $W^2=0.4608$, so $W^2/(E-E_S)=-0.3383$. Then

$$E-E_{11}=\frac{0.1024}{-2.7622+0.3383}=-0.0422 ,$$

as required.

**Q:** If the reference does not couple to singles, how do they lower the energy at all?

**A:** They change the doubles coefficient. Both methods obey $E=E_{11}+K\times(\text{coefficient of }|22\rangle)$ with these orbitals. That coefficient is $-0.1161$ in CCD and $-0.1320$ in FCI. Singles lower the energy by making the double excitation more favourable.

This indirect route also sets the order at which they appear. Let $F$ be the sum of the two electrons' Fock operators, with orbital energies $\varepsilon_1,\varepsilon_2$ and gap $\Delta=\varepsilon_2-\varepsilon_1$. Consider $H_\lambda=F+\lambda(H-F)$. Since $F$ is diagonal in these states, the couplings become $\lambda K$ and $\lambda W$. As $\lambda\to0$, the denominators approach $E-E_{22}\to-2\Delta$ and $E-E_S\to-\Delta$. Expanding the FCI equation in $W^2$ then gives

$$E_{\rm FCI}-E_{\rm CCD}\approx
\frac{\lambda^2K^2}{(-2\Delta)^2}\,\frac{\lambda^2W^2}{(-\Delta)}
=-\lambda^4\frac{K^2W^2}{4\Delta^3}.$$

The difference between the two energies inside the denominators affects only higher orders. Singles therefore enter the energy at fourth order in the fluctuation potential.

In the model, $\varepsilon_1=h_{11}+U\sum\phi_1^4=0$ and $\varepsilon_2=h_{22}+U\sum\phi_1^2\phi_2^2=1$ hartree. The coefficient is $0.1024(0.4608)/4=0.0118$ hartree, and diagonalization at small $\lambda$ confirms it. At the physical value $\lambda=1$ the actual error is 0.0051 hartree, less than half of this. The leading term identifies the mechanism but is a poor estimate of the size here.

**Q:** Is the energy the only thing affected?

**A:** No. The left site holds 1.600 electrons in Hartree-Fock and 1.514 in FCI. The normalized CCD state gives 1.584, so it recovers only a small part of the shift.

The reason can be seen in the populations. A state containing only $|11\rangle$ and $|22\rangle$ has no interference between $\phi_1$ and $\phi_2$ in its one-electron density, because these two states differ in both electrons. Its left population is

$$n_L=2\,\frac{\cos^2\theta+t^2\sin^2\theta}{1+t^2}
=2\,\frac{0.8+0.0135(0.2)}{1.0135}=1.584 .$$

The correction is quadratic in the small amplitude $t$. A singles coefficient adds an interference term linear in that coefficient, which here moves charge to the right. The CCD number is an expectation value in the CCD state. Because the two-electron CCD energy is variational in $t$, an energy derivative at fixed orbitals gives the same value. A derivative that lets the Hartree-Fock orbitals respond is different: from $dE_{\rm CCD}/dd=n_R-n_L$ and $n_L+n_R=2$ it gives $n_L=1.524$, much closer to FCI. The orbital response thus supplies most of the shift that the CCD state itself lacks.

**Q:** So if I add singles and use CCSD, is the result exact, or merely better?

**A:** For two electrons it is exact in the basis, provided that the ground state overlaps the reference and the ground-state solution is taken. Let $T_1$ excite either electron with amplitude $t_1$. Then

$$T_1|11\rangle=t_1(|21\rangle+|12\rangle),\qquad
\tfrac12T_1^2|11\rangle=\tfrac12t_1^2(|22\rangle+|22\rangle)=t_1^2|22\rangle .$$

Products of $T_1$ and $T_2$ give zero, since they would need a third electron. With $t_2$ the CCSD doubles amplitude,

$$e^{T_1+T_2}|11\rangle=|11\rangle+t_1(|12\rangle+|21\rangle)+(t_2+t_1^2)|22\rangle .$$

Two free amplitudes can match any two coefficient ratios. The equations are also sufficient. They make every singles and doubles component of $e^{-T}He^T|11\rangle$ vanish, where $T=T_1+T_2$. For two electrons no other components exist besides $|11\rangle$, so $e^{-T}He^T|11\rangle=E|11\rangle$. Multiplying by $e^T$ gives $H\Psi=E\Psi$.

In the example, $t_1=0.0465$ and $t_2=-0.1342$. The coefficient of $|22\rangle$ is $-0.1342+0.0022=-0.1320$, the FCI value. With more than two electrons, triple and higher excitations can exist, and this proof no longer applies.

**Q:** Could I keep CCD and choose better orbitals instead?

**A:** Yes. Write the FCI singlet as $\sum_{pq}C_{pq}|pq\rangle$. For a singlet the real matrix $C$ is symmetric, so an orthogonal change of orbitals makes it diagonal:

$$|\Psi\rangle=\sum_kc_k|kk\rangle .$$

These are the natural orbitals. Take the one with the largest $|c_k|$ as the reference. Every other term is then a double excitation, and no singles remain. The FCI ground state lies in the space that CCD searches, so CCD finds its energy. An orbital that removes the singles in this way is called a Brueckner orbital.

The converse also holds for a nondegenerate ground state. If CCD has the FCI energy, its state must be the FCI state, which then contains no singles.

In the model, the occupied orbital turns by 0.041 radians from the Hartree-Fock one, and its left-site weight falls from 0.800 to 0.766. The reference energy rises from $-0.6800$ to $-0.6744$ hartree. With $K=2U(0.76623)(0.23377)=0.35824$ and $t=-0.13367$, CCD gives

$$E=-0.67436+0.35824(-0.13367)=-0.7222\ \text{hartree},$$

which is the FCI energy. The determinant of lowest energy is not the best reference for CCD here. At the Brueckner orbital $\langle S|H|11\rangle$ is no longer zero; it cancels $t\langle S|H|22\rangle$.

**Q:** Suppose the two sites are identical. Would I have noticed any of this?

**A:** Not in that model. For $d=0$ the orbitals are the even and odd combinations, $x=\pi/2$, and $W\propto\cos x=0$. The states $|11\rangle$ and $|22\rangle$ are even under exchange of the sites, while $|S\rangle$ is odd. CCD with these closed-shell Hartree-Fock orbitals is then exact. The closed-shell restriction matters: since $U>2\tau$, a determinant with different orbitals for the two spins lies lower at $d=0$ ($-0.320$ against $-0.300$ hartree) and slightly lower at $d=0.3$, and CCD built on it is not exact. At $d=0.6$ and $d=1.2$ the closed-shell determinant is the lowest. All errors quoted below use the closed-shell reference.

With $\tau$ and $U$ fixed, the CCD error is 0.0068 hartree at $d=0.3$, 0.0051 at $d=0.6$ and 0.0001 at $d=1.2$. To see why it becomes small again, write the Hartree-Fock condition as

$$\tan x=\frac{2\tau+U\sin x}{2d},$$

so $x\to0$ for large $d$. Both electrons then settle on the left site, $K$ and $W$ tend to zero, and the gap $\Delta=\varepsilon_2-\varepsilon_1=2d\cos x+2\tau\sin x-U\cos^2x$ grows. At $d=1.2$ the condition gives $x=0.486$, so $K=0.109$, $W=0.584$ and $\Delta=1.71$ hartree. Compared with $d=0.6$, $W$ has changed little; the fall comes mainly from the smaller $K$ and the larger gap. The leading term $K^2W^2/4\Delta^3$ drops from 0.0118 to 0.0002 hartree, a factor of about 59, while the actual error drops by a factor of about 55.

**Q:** Then CCD is safe for any symmetric two-electron system?

**A:** No. The two-site case is protected because its one virtual orbital has the opposite symmetry to the occupied one. Put two electrons on a symmetric chain of four sites, with the same $\tau$ and $U$. There is now a virtual orbital with the same symmetry as the occupied one, and a single excitation into it is allowed. The CCD error is small, $7.5\times10^{-5}$ hartree, but not zero. If the site energy rises by 0.2 hartree from each site to the next, the error becomes 0.0012 hartree.

For both chains, the numerical check finds that CCSD, and CCD with the dominant natural orbital as reference, reproduce the FCI energy.

**Q:** How can I tell, from a two-electron CCD calculation alone, whether it is exact?

**A:** Evaluate the singles equations that CCD did not solve, $\langle S_a|H|\Psi_{\rm CCD}\rangle$ for each virtual orbital $a$, where $|S_a\rangle=(|1a\rangle+|a1\rangle)/\sqrt2$. The reference and doubles equations already hold. If all the singles residuals vanish too, the CCD state satisfies the full Schrödinger equation in the basis, so it is an exact eigenstate. The residuals alone do not show that it is the ground state, because a lower state of other spin or spatial symmetry can lie outside the CCD space. On a three-site ring with hopping elements $+0.65$, $+0.4$ and $+0.4$ hartree and $U=1.0$, the lowest closed-shell determinant gives zero residuals and a CCD energy of $-0.914$ hartree, the lowest singlet, while the ground state is a triplet at $-0.977$ hartree. If any of them is nonzero, it is not an eigenstate, however completely its doubles have been treated.

## Computed results

```
Two-site input: d=0.6, hop=0.4, U=1.0 hartree
HF: cos x=0.600000, sin x=0.800000, x=0.927295 rad
HF orbital weights: left=0.800000, right=0.200000
HF orbital energies (hartree): 0.000000 1.000000
HF orbital gap = 1.000000 hartree
E11=-0.680000, ES=0.640000, E22=2.040000 hartree
K=0.320000, W=0.678823, G=2.720000 hartree
CCD double amplitude = -0.11606230
CCD singles residual = -0.07878570 hartree
E(HF)   = -0.68000000 hartree
E(CCD)  = -0.71713994 hartree
E(CCSD) = -0.72224458 hartree
E(FCI)  = -0.72224458 hartree
CCD correlation energy = -0.03713994 hartree
FCI correlation energy = -0.04224458 hartree
CCD error = 0.00510465 hartree
Missing correlation = 12.0836 percent
CCSD amplitudes: t1=0.04651652, t2=-0.13417811
FCI ratios: c21/c11=0.04651652, c22/c11=-0.13201433
Fourth-order error coefficient = 0.01179648 hartree
Extrapolated scaled-error coefficient = 0.01179458 hartree
Brueckner x=1.00929456 rad; orbital turn=0.04099967 rad
Brueckner orbital left weight = 0.76622899
Brueckner reference energy = -0.67435897 hartree
Brueckner CCD amplitude = -0.13366749
Brueckner CCD energy = -0.72224458 hartree
Left-site electrons: HF=1.600000, CCD ket=1.584050, FCI=1.513765
Scan: d, E(HF), E(CCD), E(FCI), CCD error (all hartree)
0.0 -0.30000000 -0.44339811 -0.44339811 0.00000000
0.3 -0.39875871 -0.49859163 -0.50541714 0.00682551
0.6 -0.68000000 -0.71713994 -0.72224458 0.00510465
0.9 -1.10048430 -1.11008208 -1.11094444 0.00086236
1.2 -1.60486211 -1.60723885 -1.60733112 0.00009227
Four-site chains: same hop and U; tilt is energy step per site
symmetric: tilt=0.0, CCD=-1.10285183, FCI=-1.10292656, error=0.00007473 hartree
tilted: tilt=0.2, CCD=-0.60938746, FCI=-0.61059316, error=0.00120571 hartree
```
